\section*{Etch Rates from Silicon Hemispheres and the Error of Orientation Drift, part 2}

A crystal hemisphere of initial radius $R_0$ is etched for a time $t$, and the loss of radius along a fixed ray is read as the etch rate of the orientation that lay there at the start. The surface turns as it recedes, so the ray meets faster orientations; this drift causes an error.

Unit vectors $\mathbf m$ label rays from the centre, and $\mathbf n$ is an outward unit normal. The true rate $V(\mathbf n)>0$ depends on orientation alone and has the Lipschitz constant $G$. Angles are in radians, so slopes of $V$ are rates per radian. We write $\tau=t/R_0$ and $h(\mathbf n,t)=R_0-tV(\mathbf n)$, with $h>0$ throughout. The radius found along $\mathbf m$ is $r(\mathbf m,t)$, and the apparent rate is
\begin{equation}
V_{\rm app}(\mathbf m,t)=\frac{R_0-r(\mathbf m,t)}{t}.
\label{app}
\end{equation}

The hemisphere is treated as half of a full, mirror-symmetric body. This body is the intersection of the half-spaces $\mathbf x\cdot\mathbf n\le h(\mathbf n,t)$, so that
\begin{equation}
r(\mathbf m,t)=\min_{\mathbf n\cdot\mathbf m>0}
\frac{R_0-tV(\mathbf n)}{\mathbf n\cdot\mathbf m}.
\label{min}
\end{equation}
Lemma 3 states that every minimizing normal makes an angle $\theta$ with $\mathbf m$ that satisfies
\begin{equation}
\theta\le\frac{\pi^2}{4}\,\frac{tG}{R_0-tV(\mathbf m)}.
\label{local}
\end{equation}

Always $V_{\rm app}\ge V$. Where $V$ has three continuous derivatives,
\begin{equation}
V_{\rm app}=V+\frac{t}{2R_0}|\nabla V|^2+O(t^2),
\label{lead}
\end{equation}
where $\nabla$ is the gradient on the unit sphere. The next correction, relative to this leading error, is $t(V+V'')/R_0$, with $V''$ the second derivative of $V$ along its gradient. The normal on the ray turns by $t\nabla V/R_0$ to leading order.

If $s=tG/r(\mathbf m,t)<1$, then, with corners allowed,
\begin{equation}
0\le V_{\rm app}-V\le \frac{r}{t}B(s),\qquad
B(s)=s\arcsin s+\sqrt{1-s^2}-1 .
\label{bound}
\end{equation}
The leading form of this upper bound is $tG^2/(2R_0)$.

\subsection{A cusped minimum}

At a smooth minimum of $V$ the gradient vanishes, and so does the leading error. A conical minimum behaves differently. Let $V=V_0+g\theta$ near its axis $\mathbf m$, with the same slope $g$ in every direction.

\paragraph{Proposition 1.} For small $\tau$ the body has a vertex on the axis of the cone. Normals nearer to the axis than about $\tau g$ no longer occur on any smooth part of the surface, and the error on the axis is
\begin{equation}
V_{\rm app}-V_0=\frac{tg^2}{2R_0}\,[1+O(\tau)].
\label{cone}
\end{equation}

\emph{Proof.} By Lemma 3 only small angles matter. With $h_0=R_0-tV_0$, minimize $f(\theta)=(h_0-tg\theta)/\cos\theta$. Its derivative has the sign of $-tg\cos\theta+(h_0-tg\theta)\sin\theta$. This expression is $-tg$ at $\theta=0$, and its own derivative is $(h_0-tg\theta)\cos\theta>0$. There is therefore a single minimum at some $\theta_*>0$, with $\theta_*=\tau g[1+O(\tau)]$. Expansion of $f$ gives
\begin{equation}
\frac f{R_0}=1-\tau V_0-\tau g\theta+\tfrac12(1-\tau V_0)\theta^2+O(\tau^4),
\end{equation}
whose minimum lies $\tau^2g^2/[2(1-\tau V_0)]$ below $1-\tau V_0$. Division by $\tau$ gives (\ref{cone}).

All planes tilted by $\theta_*$, whatever their azimuth, pass through the point $r\mathbf m$. A normal with $\theta<\theta_*$ is a positive combination of such tilted normals, so the body reaches no farther along it than at $r\mathbf m$, that is, to $r\cos\theta$. Since the minimum of $f$ is unique, $r\cos\theta<h(\theta)$: the plane with this normal stands clear of the body. $\square$

The cone reaches the leading form of the bound when $g=G$, so the constant $\frac12$ cannot be improved for Lipschitz rates. The relative error on the axis is $tg^2/(2R_0V_0)$. It is large when $V_0$ is small, however well the hemisphere approximates a sphere.

A real minimum may be rounded. Take $V=V_0+g(\sqrt{\theta^2+w^2}-w)$ with a small rounding angle $w$, and set $u=\sqrt{\theta^2+w^2}\ge w$. To leading order the part of $h/(R_0\cos\theta)$ that varies with $\theta$ is
\begin{equation}
\tfrac12\theta^2-\tau g(u-w)=\tfrac12(u^2-w^2)-\tau g(u-w).
\end{equation}
If $w<\tau g$, the minimum is at $u=\tau g$ and equals $-\frac12(\tau g-w)^2$. If $w\ge\tau g$, it is at $u=w$ and equals zero. Thus
\begin{equation}
V_{\rm app}-V_0\simeq
\begin{cases}
(\tau g-w)^2/(2\tau), & w<\tau g,\\
0, & w\ge\tau g .
\end{cases}
\label{round}
\end{equation}
The slow plane is measured correctly, to this order, when the minimum is rounded over more than the drift angle $\tau g$.

\subsection{Removing the drift from complete data}

\paragraph{Proposition 2.} From the measured shape form
\begin{equation}
V_{\rm rec}(\mathbf n)=\frac1t\left[R_0-\max_{\mathbf m}\,r(\mathbf m,t)\,\mathbf m\cdot\mathbf n\right].
\label{rec}
\end{equation}
Then $V\le V_{\rm rec}\le V_{\rm app}$ at the same orientation, and $V_{\rm rec}=V$ for every normal whose plane still touches the body.

\emph{Proof.} The maximum is the farthest extent of the body along $\mathbf n$. It is at most $h(\mathbf n)$, with equality when the plane touches; this gives $V_{\rm rec}\ge V$ and the case of equality. The choice $\mathbf m=\mathbf n$ shows that the maximum is at least $r(\mathbf n,t)$, which gives $V_{\rm rec}\le V_{\rm app}$. $\square$

The construction compares positions of tangent planes instead of radii on fixed rays. It cannot restore an orientation that has been cut away. At the vertex of Proposition 1 it returns the apparent rate, which is then only an upper bound on the true one.

\subsection{Worked case: a cubic crystal with slow \{111\} planes}

The chosen model rates are $V_{100}=0.60$, $V_{110}=0.90$ and $V_{111}=0.01\,\mu\mathrm{m/min}$, with $R_0=20\,\mathrm{mm}$ and $t=120\,\mathrm{min}$. Other orientations follow from a cubic interpolation,
\begin{equation}
V=V_{111}+\sqrt{1-3q}\,(a+bq),\quad
q=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2 .
\end{equation}
Here $q=0$, $1/4$ and $1/3$ on (100), (110) and (111). The first value gives $a=0.60-0.01=0.59\,\mu\mathrm{m/min}$. The second gives $0.90-0.01=\frac12(a+b/4)$, so $b=4(1.78-0.59)=4.76\,\mu\mathrm{m/min}$.

The slope at (111) follows from a short expansion. Put $n_i=\cos\theta/\sqrt3+p_i\sin\theta$, where $\sum p_i=0$ and $\sum p_i^2=1$. To third order,
\begin{equation}
\sum n_i^4=\frac13+\frac43\theta^2+\frac4{\sqrt3}\theta^3\sum p_i^3 .
\end{equation}
Because $2q=1-\sum n_i^4$, we have $1-3q=-\frac12+\frac32\sum n_i^4$, which is $2\theta^2$ at lowest order. The minimum is a cone with
\begin{equation}
g=\sqrt2\left(a+\frac b3\right)=3.078\ \mu\mathrm{m/min\ per\ rad}.
\end{equation}
A scan over orientations gives the slightly larger value $G=3.136$ in the same unit, so the steepest slope lies off the tip of the cone.

With $\tau=120/20000=0.006\,\mathrm{min}/\mu\mathrm m$, the leading form of the bound is $0.006\times3.136^2/2=0.0295\,\mu\mathrm{m/min}$ for any orientation. This is about $3\,\%$ of the largest model rate, $0.991\,\mu\mathrm{m/min}$, but three times the rate of (111).

\paragraph{The slow plane.} Equation (\ref{cone}) gives $0.006\times3.078^2/2=0.0284\,\mu\mathrm{m/min}$. The full minimum gives $0.0288$. The small excess comes from the cubic term. Towards [001], $\sum p_i^3=1/\sqrt6$, so $1-3q=2\theta^2+\sqrt2\,\theta^3$, and the rate rises as $g\theta(1+0.354\,\theta)$. At $\theta=\tau g=0.0185$ the added term is $0.354\,g\theta^2=0.0004\,\mu\mathrm{m/min}$. The radius on [111] falls by $4.65\,\mu\mathrm m$, whereas true etching of the plane accounts for $1.20\,\mu\mathrm m$. The apparent rate is $0.0388\,\mu\mathrm{m/min}$, or $3.9$ times the true rate. Towards [001], normals are lost out to $1.07^\circ$.

\paragraph{A smooth orientation.} On [235] the model has $V=0.900\,\mu\mathrm{m/min}$ and $|\nabla V|=1.313\,\mu\mathrm{m/min}$ per radian. The leading error is $0.006\times1.313^2/2=0.0052\,\mu\mathrm{m/min}$. The second derivative along the gradient is $-8.97\,\mu\mathrm{m/min}$ per square radian, so the next term is $0.006\times(0.90-8.97)=-0.048$ times the leading one. The corrected error is $0.0049\,\mu\mathrm{m/min}$, or $0.5\,\%$ of the true rate. On (100) and (110) the model is smooth, so the gradient vanishes by symmetry, and the computed error is zero to six decimals. Symmetry alone does not exclude a cusp, as (111) shows. A conical minimum at (100) with slope $2\,\mu\mathrm{m/min}$ per radian would give, by (\ref{cone}), an error of $0.006\times2^2/2=0.012\,\mu\mathrm{m/min}$, or $2\,\%$ of that rate.

\paragraph{Independent tests.} A patch of surface about [235] was moved as a three-dimensional mesh, with normals taken from the mesh itself. It gave an error of $0.00493\,\mu\mathrm{m/min}$, equal to the half-space result at the digits shown. The normal turned by $0.430^\circ$, against $0.451^\circ$ from the leading formula.

For the vertex, the radius was evolved in the mirror plane through [001] and [111]. By symmetry the normal lies in this plane wherever the surface crosses it smoothly. On [111] the deepest cuts come from planes tilted towards [001] and its two equivalents, and the section contains the first of these tilts. If $\phi$ is the polar angle in that plane, the normal is tilted from the ray by $-\arctan(r_\phi/r)$, with subscripts denoting derivatives. The radial speed times the cosine of the tilt is $V$, hence $r_t=-V\sqrt{1+(r_\phi/r)^2}$. A finite-difference solution gave an error of $0.0287\,\mu\mathrm{m/min}$ on [111], against $0.0288$. Its last digit depends on the mesh: the value is $0.02863$ at twice the spacing and $0.02875$ at a quarter of it, approaching the half-space value $0.02877$.

The bound was tested, with radii from the half-space minimum, on 60 random and 7 chosen rays at 120 and 1200 min. It held on all of them, and the largest ratio of error to bound among these rays was $0.975$. The bound is tighter on rays within a few degrees of [111] towards [001], where the slope approaches $G$; there the ratio at 120 min reaches $0.9996$.

\paragraph{Recovery of the rate.} At $5^\circ$ from [111] towards [001] the true rate is $0.2823\,\mu\mathrm{m/min}$ and the apparent one $0.3110$. Applied to the evolved profile, (\ref{rec}) returns $0.2822$; the last digit lies below the true rate because the profile is a numerical one, and on finer meshes the value rises to $0.2823$. The plane profile is not used for the normal [111], because just beyond [111] towards [110] planes tilted out of the section cut deeper. There (\ref{rec}) was applied to radii from the half-space minimum on rays all around [111]. It returns $0.0388$, as expected for a lost normal.

\subsection{Choosing the etch time, and the real etchant}

For a conical minimum, a relative error $\epsilon$ on the slow plane is reached at
\begin{equation}
t_\epsilon=\frac{2\epsilon R_0V_0}{g^2}.
\label{time}
\end{equation}
For $\epsilon=0.1$ the example gives $2\times0.1\times20000\times0.01/3.078^2=4.2\,\mathrm{min}$. The plane has then receded by $42\,\mathrm{nm}$. If the profile is resolved to $1\,\mu\mathrm m$, such a depth cannot be seen. At fixed rates the depth $V_0t_\epsilon$ grows in proportion to $R_0$, so a depth of $1\,\mu\mathrm m$ would need a radius of roughly half a metre. Under these conditions the apparent rate is only an upper bound for (111). The inequality (\ref{bound}) also gives a lower bound, but a useful one requires an accurate value of $G$ and a profile error well below the true loss $V_0t$, which is only $1.2\,\mu\mathrm m$ after $120\,\mathrm{min}$. An error that is small only against the larger measured loss is not enough. A flat wafer of that orientation has no such drift and can be etched for longer, but it must be cut accurately: at a conical minimum a misalignment by a small angle $\delta$, in radians, adds $g\delta$ to the rate.

The model rates have the rough size found for silicon in hot potassium hydroxide solution, where (100) etches at about a micrometre per minute and (111) far more slowly. The values depend on concentration, temperature and additives. The slope at (111) follows from the interpolation and is not a measured property. Sharpness of the minimum is the assumption on which the largest error rests, and a real surface may break it. With slope, radius and time held fixed, rounding over $0.5^\circ$ lowers the error on (111) from $0.0284$ to $0.0079\,\mu\mathrm{m/min}$; rounding over $1.5^\circ$, which exceeds the drift angle $\tau g=1.06^\circ$, removes it.

Other neglected effects can be as large as the drift. A profile resolution of $1\,\mu\mathrm m$ corresponds to $1/120=0.0083\,\mu\mathrm{m/min}$, nearly the whole rate of (111). For a rough activation energy $E_a=0.6\,\mathrm{eV}$ at $T=343\,\mathrm K$, a temperature offset $\Delta T=0.5\,\mathrm K$ changes a rate with this activation energy by
\begin{equation}
\exp\left[\frac{E_a}{k_B}\left(\frac1T-\frac1{T+\Delta T}\right)\right]-1\approx3\,\%,
\end{equation}
where $k_B$ is Boltzmann's constant. The activation energy need not be the same on all planes; $0.7\,\mathrm{eV}$ would give $3.5\,\%$. On (100), (110) and [235] this exceeds the drift error of the example.

Transport in the liquid would make $V$ depend on position. Suppose that each dissolved silicon atom consumes two hydroxide ions, which diffuse through a layer of thickness $L$. Equating consumption to the diffusive flux gives a fractional depletion $2n_{\rm Si}VL/(Dc)$, where $n_{\rm Si}$ is the number density of silicon atoms, $D$ the diffusion coefficient and $c$ the number density of hydroxide ions in the bulk. For rough values of $7\,\mathrm{mol/L}$, $3\times10^{-5}\,\mathrm{cm^2/s}$ and $L=100\,\mu\mathrm m$, this is about $1\,\%$ at the largest model rate. Gas bubbles, surface roughness and undercutting at the rim are not included in these estimates. The complete set of computed values is given in the numerical output.

\section*{Computed values}
\begin{verbatim}
initial radius R0 = 20.0 mm
etch time t = 120 min
input rates (100),(110),(111) = 0.60, 0.90, 0.01 um/min
model coefficients a, b = 0.590, 4.760 um/min
largest rate of the model = 0.991 um/min
cone slope g at (111) = 3.078 um/min per rad
largest gradient G = 3.136 um/min per rad
bound at leading order t G^2/(2 R0) = 0.0295 um/min
full bound at the (111) radius = 0.0295 um/min
largest error/bound over all tested rays = 0.975
apparent rate minus true rate:
  (100): 0.000000 um/min
  (110): 0.000000 um/min
direction [2 3 5]:
  true rate = 0.9000 um/min
  apparent rate = 0.9049 um/min
  gradient = 1.313 um/min per rad
  second derivative along gradient = -8.97 um/min per rad^2
  predicted turn of normal = 0.451 deg
  turn found on tracked mesh = 0.430 deg
  leading error = 0.00517 um/min
  next term = -0.000250 um/min
  error from half-space minimum = 0.00493 um/min
  error from tracked mesh = 0.00493 um/min
direction [111]:
  radius loss = 4.65 um
  true loss V t = 1.20 um
  apparent rate = 0.0388 um/min
  apparent/true rate = 3.88
  cone formula for the error = 0.0284 um/min
  error from half-space minimum = 0.0288 um/min
  error from evolution equation = 0.0287 um/min
  lost normals out to (towards [001]) = 1.07 deg
  rate from support function = 0.0388 um/min
direction 5 deg from [111] towards [001]:
  true rate = 0.2823 um/min
  apparent rate = 0.3110 um/min
  rate from support function = 0.2822 um/min
time for 10 % error on (111) = 4.22 min
true (111) depth in that time = 42 nm
(111) error, cone rounded over 0.5 deg = 0.0079 um/min
(111) error, cone rounded over 1.5 deg = 0.0000 um/min
profile resolution 1.0 um gives 0.0083 um/min
rough inputs: 343 K, offset 0.5 K, barrier 0.6 eV
rate change from temperature offset = 3.0 %
rough inputs: OH 7 mol/L, D 3e-05 cm2/s, layer 100 um
hydroxide depletion at largest rate = 1.3 %
\end{verbatim}
